# CCSD equals full CI for two electrons or two holes

## Problem

A molecule is described in a finite basis of \(M\) orthonormal spin orbitals occupied by \(N\) electrons. The reference determinant \(|0\rangle\) has occupied spin orbitals \(i,j,\dots\) and empty ones \(a,b,\dots\). Full configuration interaction (FCI) diagonalizes the Hamiltonian \(H\) in the space of all \(N\)-electron determinants. Coupled cluster with singles and doubles (CCSD) uses the state \(e^{T}|0\rangle\), with \(T=T_1+T_2\) and

\[
T_1=\sum_{ia}t_i^a\,a_a^\dagger a_i,\qquad
T_2=\tfrac14\sum_{ijab}t_{ij}^{ab}\,a_a^\dagger a_b^\dagger a_j a_i .
\]

The amplitudes \(t_{ij}^{ab}\) change sign when \(i,j\) or \(a,b\) are exchanged. The energy and the amplitudes are fixed by

\[
E=\langle 0|e^{-T}He^{T}|0\rangle,\qquad
0=\langle\mu|e^{-T}He^{T}|0\rangle, \tag{1}
\]

where \(\mu\) runs over all singly and doubly excited determinants.

Consider two cases: two electrons, \(N=2\), and two holes, \(M-N=2\). A hole here is an electron missing from the completely filled set of \(M\) spin orbitals.

(a) Show that in both cases the exponential stops after double excitations, and relate the cluster amplitudes to the CI coefficients.

(b) Show that CCSD and FCI are equivalent in both cases. State which FCI states can be reached.

(c) For a closed-shell reference, write the equations explicitly, first for two electrons and then for two holes.

(d) Find the correlation energy in terms of the amplitudes, and determine what happens if \(T_1\) is omitted.

(e) Confirm the results for H\(_2\) in the polarized basis cc-pVDZ and for hydrogen fluoride in STO-3G. Examine a case with more than two electrons and more than two holes.

Hartree atomic units are used. All electrons are correlated.

## Solution

### (a) The exponential and its coefficients

A \(k\)-fold excitation removes electrons from \(k\) different occupied spin orbitals and places them in \(k\) different empty ones. There are \(N\) of the former and \(M-N\) of the latter, so

\[
k\le \min(N,M-N).
\]

With two electrons, a triple excitation would have to remove an electron twice from the same spin orbital. With two holes, it would have to fill the same spin orbital twice. Both are forbidden by \(a_p^2=(a_p^\dagger)^2=0\). In either case \(k\le2\), so the reference, singles and doubles span the whole FCI space.

The product \(T_1^mT_2^n\) excites \(m+2n\) electrons. All products with \(m+2n>2\) vanish, including \(T_1T_2\), \(T_2^2\) and \(T_1^3\). The power series becomes

\[
e^T|0\rangle=\left(1+T_1+T_2+\tfrac12T_1^2\right)|0\rangle. \tag{2}
\]

Now write a CI state with its reference coefficient set to one:

\[
|\Psi\rangle=(1+C_1+C_2)|0\rangle,\qquad \langle0|\Psi\rangle=1.
\]

The operators \(C_1,C_2\) have the same form as \(T_1,T_2\), with coefficients \(c_i^a\) and \(c_{ij}^{ab}\). Comparing excitation ranks gives

\[
C_1=T_1,\qquad C_2=T_2+\tfrac12T_1^2,
\]

and, in the reverse direction,

\[
T_1=C_1,\qquad T_2=C_2-\tfrac12C_1^2. \tag{3}
\]

Each set of CI coefficients thus corresponds to one set of cluster amplitudes. The exponential has not restricted the state, apart from requiring a nonzero reference coefficient.

To find the coefficient in \(T_1^2/2\), use the anticommutation rules. Moving \(a_b^\dagger\) left past \(a_i\) gives one minus sign, and exchanging \(a_i\) with \(a_j\) gives another:

\[
a_a^\dagger a_i a_b^\dagger a_j
=-a_a^\dagger a_b^\dagger a_i a_j
=a_a^\dagger a_b^\dagger a_j a_i .
\]

This operator changes sign under \(i\leftrightarrow j\), so only the antisymmetric part of its coefficient contributes:

\[
\tfrac12T_1^2=\tfrac14\sum_{ijab}
(t_i^at_j^b-t_j^at_i^b)\,a_a^\dagger a_b^\dagger a_ja_i .
\]

Hence \(c_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b-t_j^at_i^b\). If \(i,a\) have spin up and \(j,b\) spin down, the last product would require spin flips. With spin-conserving amplitudes it is zero, leaving

\[
c_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b
\quad\text{(opposite spins)}. \tag{4}
\]

### (b) Equivalence in both directions

Suppose that the amplitudes satisfy (1). Because the reference, singles and doubles form a complete set, the identity operator is \(|0\rangle\langle0|+\sum_\mu|\mu\rangle\langle\mu|\). Inserting it on the left gives

\[
e^{-T}He^T|0\rangle
=|0\rangle E+\sum_\mu|\mu\rangle\,0
=E|0\rangle .
\]

Multiplication by \(e^T\) yields

\[
He^T|0\rangle=Ee^T|0\rangle. \tag{5}
\]

Every CCSD solution is therefore an FCI eigenstate. In a larger space the first step would fail: \(e^{-T}He^T|0\rangle\) could have triple or higher components that equations (1) do not set to zero.

Conversely, take an FCI eigenstate with \(\langle0|\Psi\rangle\ne0\). Divide it by this overlap and obtain \(T\) from (3). Then (5) holds. Multiplication by \(e^{-T}\) gives \(e^{-T}He^T|0\rangle=E|0\rangle\), and projection onto \(|0\rangle\) and \(|\mu\rangle\) gives (1).

The equivalence includes excited states that overlap the reference. An eigenstate orthogonal to \(|0\rangle\) cannot be reached, because \(\langle0|e^T|0\rangle=1\). For CCSD to give the ground-state FCI energy, the ground state must overlap the reference and the solver must find the corresponding root. The agreement is with FCI in the same basis, not with the energy in a complete basis.

If \(H\) conserves the spin projection, the argument can be made within one spin sector. The examples use equal numbers of up and down spins.

### (c) Explicit equations

From here on, \(p,q,r,s\) label real spatial orbitals and \(\sigma,\tau\) label spins. Let \(h_{pq}\) be the one-electron integrals and

\[
(pq|rs)=\iint
\frac{\phi_p(1)\phi_q(1)\phi_r(2)\phi_s(2)}{r_{12}}\,d1\,d2 .
\]

The electronic Hamiltonian is

\[
H_{\rm el}=\sum_{pq\sigma}h_{pq}a_{p\sigma}^\dagger a_{q\sigma}
+\tfrac12\sum_{pqrs\sigma\tau}(pq|rs)
a_{p\sigma}^\dagger a_{r\tau}^\dagger a_{s\tau}a_{q\sigma}. \tag{6}
\]

The nuclear repulsion \(E_{\rm nuc}\) is added afterwards.

**Two electrons.** Write the opposite-spin state as

\[
|X\rangle=\sum_{pq}X_{pq}\,a_{p\uparrow}^\dagger a_{q\downarrow}^\dagger|{\rm vac}\rangle .
\]

The one-electron operator changes either the first or the second index of \(X\). In the repulsion, \((\sigma,\tau)=(\uparrow,\downarrow)\) and \((\downarrow,\uparrow)\) give equal contributions and cancel the factor \(1/2\). The eigenvalue equation is

\[
\sum_r(h_{pr}X_{rq}+X_{pr}h_{rq})
+\sum_{rs}(pr|qs)X_{rs}=\varepsilon X_{pq}, \tag{7}
\]

with \(E=\varepsilon+E_{\rm nuc}\).

Let orbital 0 be doubly occupied in the reference and consider singlet states, for which \(X\) is symmetric. Equation (4) gives

\[
X_{00}=1,\quad X_{a0}=X_{0a}=t_a,\quad X_{ab}=t_{ab}+t_at_b .
\]

The component \(p=q=0\) of (7) is the energy equation:

\[
\varepsilon=2h_{00}+(00|00)
+2\sum_a[h_{0a}+(00|0a)]t_a+\sum_{ab}(0a|0b)X_{ab}.
\]

The square bracket is the Fock matrix element \(f_{0a}\), since \(f_{0a}=h_{0a}+2(0a|00)-(00|0a)\). It vanishes for converged restricted Hartree–Fock (RHF) orbitals.

The component \(p=a,q=0\) contains the source \(h_{a0}+(a0|00)=f_{a0}=0\). The remaining terms form the singles equation:

\[
\begin{aligned}
\varepsilon t_a={}&h_{00}t_a+\sum_c[h_{ac}+(ac|00)+(a0|0c)]t_c\\
&+\sum_c h_{0c}X_{ac}+\sum_{cd}(ac|0d)X_{cd}.
\end{aligned}
\]

The second line shows why singles appear although \(f_{a0}=0\): double excitations couple to them.

The component \(p=a,q=b\) is the doubles equation:

\[
\begin{aligned}
\varepsilon X_{ab}={}&(a0|b0)+h_{a0}t_b+t_ah_{0b}
+\sum_c(h_{ac}X_{cb}+X_{ac}h_{cb})\\
&+\sum_c[(ac|b0)+(a0|bc)]t_c+\sum_{cd}(ac|bd)X_{cd}.
\end{aligned}
\]

These equations are linear in the CI matrix \(X\) for a given \(\varepsilon\), but nonlinear in the cluster amplitudes. They are projections of (5), whereas (1) projects after multiplication by \(e^{-T}\). Part (b) shows that the two forms have the same solutions here.

**Two holes.** Let \(|{\rm full}\rangle\) have every spin orbital occupied. A hole in \(p\sigma\) is created by \(a_{p\sigma}\) and removed by \(a_{p\sigma}^\dagger\). We therefore move the creation operators in (6) to the right.

Let capital letters denote spin orbitals and define \(d_{PQ}=a_Qa_P^\dagger\). Then \(a_P^\dagger a_Q=\delta_{PQ}-d_{PQ}\), and

\[
\begin{aligned}
a_P^\dagger a_R^\dagger a_Sa_Q
&=a_P^\dagger a_Qa_R^\dagger a_S-\delta_{QR}a_P^\dagger a_S\\
&=(\delta_{PQ}-d_{PQ})(\delta_{RS}-d_{RS})
-\delta_{QR}(\delta_{PS}-d_{PS}).
\end{aligned}
\]

The product of two \(d\) operators is reordered by one more anticommutation:

\[
\begin{aligned}
d_{PQ}d_{RS}&=a_Qa_P^\dagger a_Sa_R^\dagger
=\delta_{PS}d_{RQ}-a_Qa_Sa_P^\dagger a_R^\dagger\\
&=\delta_{PS}d_{RQ}+a_Qa_Sa_R^\dagger a_P^\dagger .
\end{aligned}
\]

Now insert these identities in (6) and sum over spin. The terms without operators give the filled-shell energy

\[
E_{\rm full}^{\rm el}=2\sum_ph_{pp}+\sum_{pr}[2(pp|rr)-(pr|rp)].
\]

In the terms with one \(d\), the two direct contributions each carry \(-1/2\) and a spin factor of two. The two exchange contributions each carry \(+1/2\). Together with \(-h_{pq}\) they give \(-f^{\rm full}_{pq}\), where

\[
f^{\rm full}_{pq}=h_{pq}+\sum_r[2(pq|rr)-(pr|rq)].
\]

The complete result is

\[
\begin{aligned}
H_{\rm el}={}&E_{\rm full}^{\rm el}
-\sum_{pq\sigma}f^{\rm full}_{pq}a_{q\sigma}a_{p\sigma}^\dagger\\
&+\tfrac12\sum_{pqrs\sigma\tau}(pq|rs)
a_{q\sigma}a_{s\tau}a_{r\tau}^\dagger a_{p\sigma}^\dagger .
\end{aligned}
\]

The one-body term has changed sign, but the interaction has not: two holes repel, as two electrons do. For \(|X\rangle=\sum_{pq}X_{pq}a_{p\uparrow}a_{q\downarrow}|{\rm full}\rangle\), the same reasoning that led to (7) gives

\[
-\sum_r(f^{\rm full}_{pr}X_{rq}+X_{pr}f^{\rm full}_{rq})
+\sum_{rs}(pr|qs)X_{rs}=\eta X_{pq}, \tag{8}
\]

with \(E=E_{\rm full}^{\rm el}+E_{\rm nuc}+\eta\). The \(N\)-electron problem has become a two-particle problem.

Let \(v\) be the empty spatial orbital and choose \(|0\rangle=a_{v\uparrow}a_{v\downarrow}|{\rm full}\rangle\). Exciting an electron from \(i\) to \(v\) moves a hole from \(v\) to \(i\):

\[
a_{v\uparrow}^\dagger a_{i\uparrow}a_{v\uparrow}a_{v\downarrow}|{\rm full}\rangle
=-a_{i\uparrow}a_{v\uparrow}^\dagger a_{v\uparrow}a_{v\downarrow}|{\rm full}\rangle
=-a_{i\uparrow}a_{v\downarrow}|{\rm full}\rangle .
\]

Each moved hole gives one minus sign, and a double excitation gives two. Therefore

\[
X_{vv}=1,\quad X_{iv}=X_{vi}=-t_i,\quad X_{ij}=t_{ij}+t_it_j .
\]

Equation (8) has the form of (7) with \(h\to-f^{\rm full}\), \(0\to v\), \(t_a\to-t_i\) and \(\varepsilon\to\eta\). Let \(k,l\) run over the occupied spatial orbitals. The component \(vv\) is the energy equation:

\[
\eta=-2f^{\rm full}_{vv}+(vv|vv)
+2\sum_i[f^{\rm full}_{vi}-(vv|vi)]t_i+\sum_{ij}(vi|vj)X_{ij}.
\]

The Fock matrix \(f\) of the \(N\)-electron reference lacks the contribution of orbital \(v\), so \(f_{vi}=f^{\rm full}_{vi}-2(vi|vv)+(vv|vi)=f^{\rm full}_{vi}-(vv|vi)\). The square bracket is therefore \(f_{vi}\), which vanishes for RHF orbitals. The component \(iv\) contains the source \(-f^{\rm full}_{iv}+(iv|vv)=-f_{iv}=0\), and the remaining terms form the singles equation:

\[
\begin{aligned}
-\eta t_i={}&f^{\rm full}_{vv}t_i+\sum_k[f^{\rm full}_{ik}-(ik|vv)-(iv|vk)]t_k\\
&-\sum_k f^{\rm full}_{vk}X_{ik}+\sum_{kl}(ik|vl)X_{kl}.
\end{aligned}
\]

The component \(ij\) is the doubles equation:

\[
\begin{aligned}
\eta X_{ij}={}&(iv|jv)+f^{\rm full}_{iv}t_j+t_if^{\rm full}_{vj}
-\sum_k(f^{\rm full}_{ik}X_{kj}+X_{ik}f^{\rm full}_{kj})\\
&-\sum_k[(ik|jv)+(iv|jk)]t_k+\sum_{kl}(ik|jl)X_{kl}.
\end{aligned}
\]

### (d) Correlation energy and the role of singles

Project \(H|\Psi\rangle=E|\Psi\rangle\) onto \(\langle0|\). The reference contributes \(E_{\rm RHF}\), and singles contribute nothing directly because \(f_{ia}=0\). An opposite-spin double contributes \((ia|jb)\): the two spin assignments in (6) cancel its factor \(1/2\).

Same-spin doubles need two different occupied and two different empty spatial orbitals. Our closed-shell cases have either one occupied or one empty spatial orbital, so these doubles are absent. Using (4),

\[
E-E_{\rm RHF}=\sum_{ijab}(ia|jb)
\left(t_{ij}^{ab}+t_i^at_j^b\right). \tag{9}
\]

If \(T_1\) is omitted and only the doubles equations are kept, the method is CCD. Here \(T_2^2=0\), so its state is \((1+T_2)|0\rangle\). For a double \(D\), the only state that \(T_2\) can raise to \(D\) is the reference. Thus

\[
\begin{aligned}
0&=\langle D|(1-T_2)H(1+T_2)|0\rangle\\
&=\langle D|H(1+T_2)|0\rangle-E_{\rm CCD}\langle D|T_2|0\rangle .
\end{aligned}
\]

This is the eigenvalue equation of CI restricted to the reference and doubles. By the variational principle, its energy cannot lie below the FCI ground state. Equality would require the ground state to contain no singles.

### (e) Numerical confirmation

H\(_2\) at 1.4 bohr has 10 spatial orbitals in cc-pVDZ. Each electron has 10 choices, giving \(10^2=100\) determinants: \(1+18+81\) of rank zero, one and two. Hydrogen fluoride at 1.75 bohr has 10 electrons in 6 spatial orbitals. Each spin leaves one of 6 orbitals empty, giving \(6^2=36=1+10+25\) determinants.

| Energy / hartree | H\(_2\) | Hydrogen fluoride |
|---|---:|---:|
| RHF | −1.12871 | −98.57166 |
| CCSD | −1.16340 | −98.59820 |
| FCI | −1.16340 | −98.59820 |

The unrounded CCSD and FCI energies differ by \(3.3\times10^{-11}\) and \(5.5\times10^{-11}\) hartree, respectively. These remainders are set by the convergence thresholds of the iterative solver; with tighter thresholds they fall below \(10^{-12}\) hartree. The numerical check also compares the wavefunctions: with \(\langle0|\Psi\rangle=1\), no coefficient differs by more than \(3.3\times10^{-10}\) in either molecule.

The correlation energies are

\[
\begin{aligned}
{\rm H_2}:&\quad -1.16340+1.12871=-0.03469\ \text{hartree},\\
{\rm HF}:&\quad -98.59820+98.57166=-0.02654\ \text{hartree},
\end{aligned}
\]

or −0.944 and −0.722 eV. Equation (9), evaluated with the CCSD amplitudes, reproduces them. These values, like the other energies in this part, belong to the chosen bases and are not converged properties of the molecules. For H\(_2\) the correlation energy becomes −0.0394 hartree in cc-pVTZ and −0.0403 hartree in cc-pVQZ. For hydrogen fluoride the CCSD correlation energy is −0.209 hartree in cc-pVDZ and −0.287 hartree in cc-pVTZ. In those bases the molecule has many more than two empty spin orbitals, so the two-hole result no longer applies: the perturbative triples correction, zero in STO-3G, is \(-2.0\times10^{-3}\) hartree in cc-pVDZ.

The pair equations give the same totals. For H\(_2\), the lowest eigenvalue of (7) plus the nuclear repulsion is \(-1.8777+0.7143=-1.1634\) hartree. For hydrogen fluoride, the filled-shell energy including nuclear repulsion plus the lowest eigenvalue of (8) is

\[
-96.61744-1.98076=-98.59820\ \text{hartree}.
\]

Equation (4) can be followed for one coefficient. In H\(_2\), the largest single has \(|t_1|=0.0059928\). Moving both electrons between the same two orbitals gives

\[
c=t_2+t_1^2=-0.0507255+0.0000359=-0.0506896,
\]

which is the FCI coefficient. The corresponding sum for hydrogen fluoride is \(-0.1127+0.0001=-0.1126\).

The singles are small, but in these two examples, with RHF orbitals, omitting them destroys the equality. Where the ground state has no singles, as for H\(_2\) in STO-3G or for H\(_2\) in the natural orbitals of its cc-pVDZ ground state, CI with reference and doubles, and hence CCD, gives the FCI energy. CCD lies above FCI by \(1.26\times10^{-4}\) hartree for H\(_2\) and \(2.40\times10^{-4}\) hartree for hydrogen fluoride.

Excited roots can be checked by converting an excited FCI state to amplitudes with (3) and inserting them in (1). For H\(_2\), a state at −0.0838 hartree with normalized reference overlap 0.067 satisfies the equations. So does a state of hydrogen fluoride at −97.0604 hartree with overlap 0.083. A solution of the CCSD equations is therefore not necessarily the ground state.

The proof does not assume weak correlation. For H\(_2\) stretched to 4 bohr, the correlation energy is −0.10562 hartree, about three times its value at 1.4 bohr (in cc-pVTZ it is −0.10456 hartree and the ratio is 2.7), and the largest double amplitude is −0.563. CCSD and FCI still agree, at −1.01240 hartree.

Water in STO-3G has ten electrons and four empty spin orbitals, so excitations up to quadruples exist. With the FCI reference coefficient set to one, the part of the wavefunction above doubles has norm 0.0146. CCSD includes products such as \(T_1T_2\) and \(T_2^2/2\), but it has no independent triple or quadruple amplitudes. Its energy is \(1.16\times10^{-4}\) hartree above FCI, with O at the origin and the H atoms at \((\pm1.43,\,1.11,\,0)\) bohr. CI with singles and doubles is \(7.06\times10^{-4}\) hartree above FCI. For two electrons or two holes these two methods coincide, because (3) merely changes variables; in water they differ, and neither is exact. The small gaps belong to the minimal basis: the perturbative triples correction to CCSD for this geometry grows from \(-6.7\times10^{-5}\) hartree in STO-3G to \(-3.1\times10^{-3}\) hartree in cc-pVDZ.

## Calculated quantities

```
Bond lengths: H2 1.4 bohr, HF molecule 1.75 bohr
H2, cc-pVDZ: spatial orbitals 10, occupied 1
  determinants 100: singles 18, doubles 81
  E(RHF)  = -1.12870945 hartree
  E(CCSD) = -1.16339873 hartree
  E(FCI)  = -1.16339873 hartree
  |E(CCSD)-E(FCI)| = 3.3e-11 hartree
  largest wavefunction difference = 3.3e-10
  correlation energy = -0.03468928 hartree = -0.94394 eV
  E(CCD)-E(FCI) = 1.264e-04 hartree
  largest single: occupied 1 -> orbital 3, |t1| = 0.0059928
  same orbitals, pair: t2 = -0.0507255, t1^2 = 0.0000359
  FCI coefficient of that double = -0.0506896
  nuclear repulsion = 0.71428571 hartree
  lowest two-electron eigenvalue = -1.87768445 hartree
  excited CCSD root: E = -0.08378441 hartree, |<0|Psi>| = 0.06742
Hydrogen fluoride, STO-3G: spatial orbitals 6, occupied 5
  determinants 36: singles 10, doubles 25
  E(RHF)  = -98.57166093 hartree
  E(CCSD) = -98.59820134 hartree
  E(FCI)  = -98.59820134 hartree
  |E(CCSD)-E(FCI)| = 5.5e-11 hartree
  largest wavefunction difference = 3.1e-10
  correlation energy = -0.02654041 hartree = -0.72220 eV
  E(CCD)-E(FCI) = 2.398e-04 hartree
  largest single: occupied 3 -> orbital 6, |t1| = 0.0116776
  same orbitals, pair: t2 = -0.1127317, t1^2 = 0.0001364
  FCI coefficient of that double = -0.1125954
  filled-shell energy with nuclei = -96.61744342 hartree
  lowest two-hole eigenvalue = -1.98075792 hartree
  excited CCSD root: E = -97.06044663 hartree, |<0|Psi>| = 0.08292
Stretched H2, cc-pVDZ, 4.0 bohr
  E(RHF) = -0.90678103 hartree
  E(CCSD) = -1.01240408, E(FCI) = -1.01240408 hartree
  correlation energy = -0.10562304 hartree
  largest double amplitude = -0.563211
Water, STO-3G: O at origin, H at (+/-1.43, 1.11, 0) bohr
  determinants 441, highest excitation 4, empty spin orbitals 4
  E(CCSD) = -75.01256209, E(FCI) = -75.01267849 hartree
  E(CCSD)-E(FCI) = 1.164e-04 hartree
  E(CISD)-E(FCI) = 7.061e-04 hartree
  norm of FCI part above doubles, <0|Psi>=1: 0.014611
```
